\section*{Charge conjugation of radial Dirac states and the repulsion of positrons}

Consider an electron with a kinetic energy of 50 keV, in an $s_{1/2}$ wave around a bare point nucleus of charge $Z=50$. As $r\to0$ its radial density is 259 times that of another solution of the same Dirac equation, in the same attractive potential. The second solution has the energy $-(mc^2+50\ \mathrm{keV})$ and is the $j=\tfrac12$ wave whose large component has $l=0$ ($\kappa=+1$ in the notation below); both waves are scaled to the same amplitude far from the nucleus. Close to the nucleus, the potential that raises the density of one state thus suppresses that of the other. The reason is a symmetry that turns the second state into the wave function of a positron.

Atomic units are used in the algebra, with electron mass equal to one, so that the rest energy is $M=c^2$; below, $m$ denotes the angular momentum projection. Energies include the rest energy. The electron moves in a real, local, central potential energy $V(r)$, which enters the Hamiltonian as the time component of a four-vector,
\begin{equation}
H[V]=c\,\boldsymbol\alpha\cdot\mathbf p+\beta M+V(r),\qquad H[V]\psi=E\psi .
\end{equation}
In the standard representation $\beta$ is diagonal, with entries $1,1,-1,-1$, and $\boldsymbol\alpha$ has the Pauli matrices $\boldsymbol\sigma$ in its off-diagonal blocks. A state of definite angular momentum is written
\begin{equation}
\psi=\frac1r\begin{pmatrix}P(r)\,\chi_{\kappa m}\\ iQ(r)\,\chi_{-\kappa,m}\end{pmatrix},
\label{spinor}
\end{equation}
with real $P$ and $Q$. The spinor $\chi_{\kappa m}$ couples the orbital momentum $l$ and spin $\tfrac12$ to $j,m$. Here $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. Since $\boldsymbol\sigma\cdot\mathbf L$ equals $l$ in the first case and $-(l+1)$ in the second, both cases are covered by
\begin{equation}
\boldsymbol\sigma\cdot\mathbf L\,\chi_{\kappa m}=-(\kappa+1)\chi_{\kappa m}.
\end{equation}

The relative sign of the two spinors in (\ref{spinor}) matters, so their components are needed:
\begin{equation}
\chi_{\kappa m}=\begin{pmatrix}a_m Y_l^{m-1/2}\\ b_m Y_l^{m+1/2}\end{pmatrix}.
\end{equation}
With $w_\pm=\sqrt{(l\pm m+\frac12)/(2l+1)}$, the Clebsch-Gordan coefficients are $(a_m,b_m)=(w_+,w_-)$ for $\kappa<0$ and $(-w_-,w_+)$ for $\kappa>0$. The matrix $\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r$ is a rotational scalar of odd parity. It therefore keeps $j,m$, changes $l$ to the other value allowed by $j$, and multiplies by a factor independent of $m$. To find the factor, take $m=\tfrac12$ on the positive $z$ axis, where $\sigma_r=\sigma_z$ and $Y_l^0=\sqrt{(2l+1)/4\pi}$, while the harmonics with nonzero upper index vanish. The upper component is then $\sqrt{|\kappa|/4\pi}$ for $\kappa<0$ and $-\sqrt{|\kappa|/4\pi}$ for $\kappa>0$. Hence
\begin{equation}
\sigma_r\chi_{\kappa m}=-\chi_{-\kappa,m}.
\end{equation}

The product rule for Pauli matrices gives $(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)=\mathbf r\cdot\mathbf p+i\boldsymbol\sigma\cdot\mathbf L$, and $\mathbf r\cdot\mathbf p=-ir\,\partial_r$. Multiplication by $\sigma_r/r$ from the left yields
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).
\end{equation}
Acting on the upper part of $\psi$, and using $\partial_r(P/r)=P'/r-P/r^2$, one finds
\begin{align}
\boldsymbol\sigma\cdot\mathbf p\,\frac Pr\chi_{\kappa m}
&=-i\sigma_r\left(\frac{P'}r-\frac P{r^2}+\frac{(\kappa+1)P}{r^2}\right)\chi_{\kappa m}\nonumber\\
&=\frac ir\left(P'+\frac{\kappa P}r\right)\chi_{-\kappa,m}.
\end{align}
The same formula with $\kappa\to-\kappa$ and $P\to iQ$ gives $-\frac1r(Q'-\kappa Q/r)\chi_{\kappa m}$ for the lower part. The lower and upper rows of the Dirac equation become
\begin{align}
c\left(P'+\frac{\kappa}{r}P\right)&=(E-V+M)\,Q,\label{r1}\\
c\left(Q'-\frac{\kappa}{r}Q\right)&=(V+M-E)\,P.\label{r2}
\end{align}

Now define $\tilde P=Q$, $\tilde Q=P$, $\tilde\kappa=-\kappa$, $\tilde E=-E$ and $\tilde V=-V$. In these symbols (\ref{r2}) and (\ref{r1}) read
\begin{align}
c\left(\tilde P'+\frac{\tilde\kappa}{r}\tilde P\right)&=(\tilde E-\tilde V+M)\,\tilde Q,\\
c\left(\tilde Q'-\frac{\tilde\kappa}{r}\tilde Q\right)&=(\tilde V+M-\tilde E)\,\tilde P .
\end{align}
These are the original equations, in the original order. Thus
\begin{equation}
(P,Q,\kappa,E,V)\longrightarrow(Q,P,-\kappa,-E,-V)
\label{map}
\end{equation}
maps solutions onto solutions, with no extra sign in the convention (\ref{spinor}). If energies are counted from the rest energy, $\varepsilon=E-M$, the rule $E\to-E$ becomes $\varepsilon\to-\varepsilon-2M$.

To see that this exchange is charge conjugation, take the complex conjugate of the Dirac equation. Because $\mathbf p^*=-\mathbf p$,
\begin{equation}
\left(-c\,\boldsymbol\alpha^*\cdot\mathbf p+\beta M+V\right)\psi^*=E\psi^* .
\end{equation}
Let $U=i\gamma^2=i\beta\alpha_2$. The matrices $\alpha_1,\alpha_3$ are real and commute with $\beta\alpha_2$, since each anticommutes with both factors. The matrix $\alpha_2$ is imaginary and anticommutes with $\beta\alpha_2$, so the two signs cancel. The real matrix $\beta$ anticommutes with $\beta\alpha_2$. Therefore $U\boldsymbol\alpha^*U^{-1}=\boldsymbol\alpha$ and $U\beta U^{-1}=-\beta$. Multiplying by $U$ and reversing the overall sign gives
\begin{equation}
H[-V]\,U\psi^*=-E\,U\psi^* .
\label{conj}
\end{equation}
The sign of $V$ changes relative to the kinetic and mass terms because $V$ multiplies the unit matrix. A scalar potential, added to $M$ beside $\beta$, would keep its sign. The result therefore depends on the electrostatic character of the interaction.

The angular part of $U\psi^*$ remains. Let $s=\kappa/|\kappa|$. The coefficients above satisfy $b_m=-s\,a_{-m}$ and $a_m=-s\,b_{-m}$, where $\kappa$ is held fixed. With $i\sigma_2(u,d)^T=(d,-u)^T$ and $(Y_l^\mu)^*=(-1)^\mu Y_l^{-\mu}$,
\begin{align}
i\sigma_2\chi_{\kappa m}^*
&=(-1)^{m+1/2}\begin{pmatrix}b_mY_l^{-m-1/2}\\a_mY_l^{-m+1/2}\end{pmatrix}\nonumber\\
&=-s(-1)^{m+1/2}\chi_{\kappa,-m}.
\end{align}
In the lower component the minus sign from $i\sigma_2$ has been absorbed by $(-1)^{m-1/2}=-(-1)^{m+1/2}$. In block form $U$ has $i\sigma_2$ at the upper right and $-i\sigma_2$ at the lower left. It acts on $\psi^*$, whose lower part is $-iQ\chi_{-\kappa,m}^*/r$. The upper part of the result is $-iQ\,i\sigma_2\chi^*_{-\kappa,m}/r$, where the spinor formula is used with $s\to-s$. The lower part is $-P\,i\sigma_2\chi^*_{\kappa m}/r$. Together,
\begin{equation}
U\psi^*=-is(-1)^{m+1/2}\,\frac1r
\begin{pmatrix}Q\,\chi_{-\kappa,-m}\\ iP\,\chi_{\kappa,-m}\end{pmatrix}.
\end{equation}
Apart from a constant phase, this is (\ref{spinor}) with $P$ and $Q$ exchanged, $\kappa$ reversed and $m$ reversed. The radial density $P^2+Q^2$ is the same before and after the map.

So far this is a relation between solutions of two wave equations. An occupied electron state of negative energy does not by itself become a positron. The physical statement needs the vacuum in which the whole lower continuum, $E<-M$, is filled. Let $a_n$ remove an electron from the state $\psi_n$, and for the lower continuum write $a_n=d_n^\dagger$, since removing an electron creates a vacancy. For electrons in the given potential, without mutual interaction, the energy operator is
\begin{equation}
\sum_n E_n a_n^\dagger a_n
=\sum_{n\,\mathrm{upper}}E_na_n^\dagger a_n
+\sum_{n\,\mathrm{lower}}E_n\left(1-d_n^\dagger d_n\right),
\end{equation}
where ``upper'' includes the bound levels, which in a potential attractive to the electron descend from the upper continuum. The constant sum over the filled states is the vacuum energy. Relative to it each vacancy contributes $-E_n>M$. It also contributes the charge $+1$ and the angular momentum projection $-m$, because an electron with charge $-1$ and projection $m$ is missing.

The field operator contains the term $d_n^\dagger\psi_n e^{-iE_nt}$. Its charge conjugate, formed with $U$ and Hermitian conjugation, contains $d_n\,U\psi_n^*\,e^{-i(-E_n)t}$. The wave function that accompanies the removal of a positron is therefore $U\psi_n^*$, with energy $-E_n$, and by (\ref{conj}) it obeys the Dirac equation with $-V$. For a nucleus, $V=-Z/r$ and $-V=+Z/r$, which is repulsive.

This assignment requires a gap between the occupied and the empty states. If the potential is so strong that an electron level reaches $-M$, the level merges with the lower continuum and the division used above fails. A level that an attractive potential has pulled down from the upper continuum into $-M<E<0$, on the other hand, is still an electron level although its energy is negative. In a potential repulsive to the electron, levels rise instead from the lower continuum and belong with it. What matters is the continuum from which a level derives, not the sign of $E$ alone.

The repulsion can be seen without leaving the electron's own equations. Put $E=-M-T$, where $T>0$ is the positron's kinetic energy far away. Equations (\ref{r1}) and (\ref{r2}) become
\begin{align}
c\left(P'+\frac\kappa rP\right)&=-(T+V)Q,\\
c\left(Q'-\frac\kappa rQ\right)&=(2M+T+V)P .
\end{align}
Where $T$ and $|V|$ are small compared with $2M=2c^2$, the second equation gives $P\simeq(Q'-\kappa Q/r)/2c$. Now $Q$ is the large component. Insertion into the first equation requires
\begin{align}
\left(\frac{d}{dr}+\frac\kappa r\right)\left(Q'-\frac\kappa rQ\right)
&=Q''-\frac\kappa rQ'+\frac\kappa{r^2}Q+\frac\kappa rQ'-\frac{\kappa^2}{r^2}Q\nonumber\\
&=Q''-\frac{\kappa(\kappa-1)}{r^2}Q ,
\end{align}
and the result is
\begin{equation}
-\frac12Q''+\frac{\kappa(\kappa-1)}{2r^2}Q-VQ=TQ .
\label{slow}
\end{equation}
This is a Schr\"odinger equation for a particle of positive mass with the potential energy $-V=+Z/r$. Its centrifugal term is that of the orbital momentum belonging to $-\kappa$, because $\tilde\kappa(\tilde\kappa+1)=\kappa(\kappa-1)$.

For a point nucleus the approximation fails close to $r=0$, where $|V|$ is no longer small. The sign responsible for the repulsion can be followed there too. If the coefficients of (\ref{r1}) and (\ref{r2}) are frozen at one radius, the solutions vary as $e^{\pm iqr}$ with
\begin{equation}
c^2q^2=(E-V)^2-M^2-\frac{c^2\kappa^2}{r^2}.
\end{equation}
For $V=-Z/r$ and $E=\pm(M+T)$ this is
\begin{equation}
c^2q^2=T(2M+T)\pm\frac{2(M+T)Z}{r}-\frac{c^2\kappa^2-Z^2}{r^2}.
\end{equation}
The cross term $-2EV$ raises $q^2$ for the electron and lowers it for the negative-energy state. Closest to the nucleus the last term outweighs it, and $q^2$ is negative for both states; where $q^2$ is positive, $q$ is a local momentum. The other terms are equal for $\kappa$ and $-\kappa$. The estimate is semiclassical, and it is crude where the coefficients change appreciably within one wavelength.

For the example, $M=510\,999$ eV and $T=50\,000$ eV. The negative-energy state has $\kappa=+1$ and $E=-560\,999$ eV; the positron has $\tilde\kappa=-1$, an $s_{1/2}$ wave, and $\tilde E=+560\,999$ eV. A classical positron moving head-on towards the nucleus stops where $Z/r=T$. One hartree times one bohr is 14.40 eV\,\AA, so
\begin{equation}
r_{\rm stop}=\frac{50\times14.40\ \mathrm{eV\,\AA}}{50\,000\ \mathrm{eV}}=0.0144\ \text{\AA}.
\end{equation}

This radius ignores the term $c^2\kappa^2/r^2$. With it, $q^2$ of the negative-energy state turns positive only at 0.018 \AA, and that of the electron at 0.0034 \AA. The waves themselves follow from numerical integration of (\ref{r1}) and (\ref{r2}) with $V=-Z/r$, outwards by an adaptive Runge-Kutta method. Near the origin $P=ar^\gamma$ and $Q=br^\gamma$. The terms of order $r^{\gamma-1}$ give
\begin{equation}
c(\gamma+\kappa)a=Zb,\qquad c(\gamma-\kappa)b=-Za,
\end{equation}
whose product yields $\gamma=\sqrt{\kappa^2-Z^2/c^2}$, with the positive root for the regular solution. This requires $Z<c|\kappa|$. Far out, where $V$ and $\kappa/r$ can be dropped, $cP'=-TQ$ and $cQ'=(2M+T)P$ for the negative-energy state, so that
\begin{equation}
\frac{d}{dr}\left[Q^2+\frac{2M+T}{T}P^2\right]=0 .
\end{equation}
The bracket is the squared amplitude of $Q$. At finite $r$ it is not yet constant, so its limit was obtained as follows. With $W=\frac12(E-V+M)Q^2+\frac12(E-V-M)P^2-c\kappa PQ/r$, equations (\ref{r1}) and (\ref{r2}) read $cP'=\partial W/\partial Q$ and $cQ'=-\partial W/\partial P$. These are the equations of an oscillator of frequency $q$ with slowly varying coefficients, for which $|W|/cq$ is an adiabatic invariant. As $r\to\infty$ it tends to $\frac12\sqrt{T/(2M+T)}$ times the bracket. The limit of the bracket was set to one with the invariant evaluated at about 10 \AA; the amplitude obtained at half that radius agrees within one part in $10^4$. The electron, with $\kappa=-1$ and $E=+560\,999$ eV, was scaled in the same way with $P$ as its large component.

At $r=0.010$ \AA\ the negative-energy state has $P=0.0302$ and $Q=0.3754$. The positron therefore has $\tilde P=0.3754$ and $\tilde Q=0.0302$, and both have the density $0.0302^2+0.3754^2=0.142$. The densities at several radii are as follows.
\begin{center}
\begin{tabular}{ccc}
$r$ (\AA) & negative-energy state & electron\\
0.001 & 0.00055 & 0.0934\\
0.005 & 0.0216 & 0.629\\
0.010 & 0.142 & 0.249\\
0.020 & 0.869 & 0.655\\
0.040 & 0.426 & 0.549\\
0.060 & 1.094 & 0.206
\end{tabular}
\end{center}
At the three listed radii inside $r_{\rm stop}$ the negative-energy state has the lower density, by a factor of 169 at 0.001 \AA. Both densities vanish as $r^{2\gamma}$ with the same $\gamma$, so their ratio has a finite limit, the factor 259 of the opening. That limit belongs to the point nucleus and is reached only inside the radius of a real one; for a uniformly charged sphere of radius 6 fm the ratio at the centre is about 253. A free $s_{1/2}$ wave with the same scaling has the density 0.0137 at 0.001 \AA, between the two tabulated values. The classical radius is not a sharp boundary: the two densities first cross near 0.011 \AA, still inside $r_{\rm stop}$, and farther out neither state is consistently the denser. Both are standing waves, and the maxima of one density are shifted against those of the other by an amount that varies with $r$.

The map also acts on bound states, where its meaning is different. For $\kappa<0$ try $P=ar^\gamma e^{-\lambda r}$ and $Q=br^\gamma e^{-\lambda r}$ in the attractive potential. The terms in $1/r$ repeat the conditions at the origin and give $b/a=-Z/[c(\gamma+|\kappa|)]$. The remaining terms require
\begin{equation}
-c\lambda a=(E+M)b,\qquad -c\lambda b=(M-E)a .
\end{equation}
They are satisfied by $\lambda=Z/|\kappa|$ and $E=M\gamma/|\kappa|$. The first holds because $E+M=c^2(\gamma+|\kappa|)/|\kappa|$. The second then follows from $M^2-E^2=M^2(\kappa^2-\gamma^2)/\kappa^2=c^2\lambda^2$.

For $\kappa=-1$ and $Z=50$ this is the $1s$ level at 475\,770 eV, bound by $510\,999-475\,770\simeq35\,229$ eV. By (\ref{map}) the equation with the repulsive potential $+Z/r$ has a normalizable solution with $\tilde\kappa=+1$ at $-475\,770$ eV. It is not a positron bound to the nucleus. It is the image of an electron level that is empty in the vacuum, and it lies 35\,229 eV above the lower continuum of the conjugate equation. A slow positron bound to the nucleus would need a normalizable solution of (\ref{slow}) with $T<0$. Multiplying (\ref{slow}) by $Q$ and integrating by parts gives
\begin{equation}
\int_0^\infty\left[\frac{Q'^2}2+\frac{\kappa(\kappa-1)}{2r^2}Q^2+\frac ZrQ^2\right]dr
=T\int_0^\infty Q^2\,dr .
\end{equation}
No term on the left is negative, since $\kappa(\kappa-1)\ge0$ for every nonzero integer $\kappa$. Hence $T>0$, and in this limit the nucleus binds no positron.

Numbers in the example were calculated in double precision.
